How strongly do charged defects lower each other's chemical potential?

**Question.** A wide-gap semiconductor with relative permittivity 10 is held at 1000 K. It contains 10¹⁹ cm⁻³ of singly positive defects and 10¹⁹ cm⁻³ of singly negative ones. By how much does their mutual attraction and repulsion change the chemical potential of each defect, and how does this change scale?

**Answer.** First, what is being asked for must be separated from the other parts of the chemical potential. For the positive and negative species write

μ± = μ±° + kT ln(n/n_s) ± eΦ + Δμ.

Here μ±° belongs to an isolated defect, n is the concentration of each species, n_s is the density of available sites and Φ is the mean electrostatic potential, set to zero below. The remainder Δμ comes from correlation: each defect gathers an excess of opposite charge around itself. A formation energy corrected to the limit of an isolated defect does not contain Δμ.

The model assumes that the defects can move and are in equilibrium, that the crystal acts as a uniform dielectric, and that no other charge screens. Debye-Hückel theory adds two approximations: a mean potential around each defect, and a linear response to it.

**The screening cloud**

Place a positive defect at the origin, let φ(r) be the mean potential around it, and define ψ = eφ/kT. The other defects have local concentrations n exp(−ψ) and n exp(+ψ), so the charge density is

ρ = en[exp(−ψ) − exp(ψ)] ≈ −2enψ,

where the last form keeps the term linear in ψ. Poisson's equation, ∇²φ = −ρ/(ε₀ε), multiplied by e/kT becomes

∇²ψ = κ²ψ, κ² = 2ne²/(ε₀εkT).

The screening length is λ = 1/κ. A second length, the Bjerrum length

b = e²/(4πε₀εkT),

is the distance at which two unit charges interact with energy kT. In terms of it, κ² = 8πbn.

With u = rψ, the radial equation is u″ = κ²u. The solution must decay at large r, and near the origin ψ must approach b/r, the potential of the bare defect. Hence

ψ = (b/r) exp(−κr).

Subtracting b/r leaves the potential of the cloud alone. Since exp(−κr) ≈ 1 − κr at small r, this potential is −bκ at the defect, in units of kT/e.

The chemical potential is the work of inserting the defect. Insert it uncharged, then raise its charge from 0 to e. At charge ζe the linear cloud potential is −ζbκ. The value of κ stays fixed, because one defect does not alter the surrounding bath. Therefore

Δμ = −kT bκ ∫₀¹ ζ dζ = −kT bκ/2 = −e²/(8πε₀ελ).

The factor ½ appears because the cloud grows along with the charge. A negative defect gives the same result, since both its charge and its cloud change sign.

**The same result from the free energy**

The free energy of the whole defect gas gives an independent derivation. In a volume V, the charge-density wave ρ_k of uncorrelated defects has mean square 2nVe² and Coulomb energy |ρ_k|²/(2Vε₀εk²). Its mean energy is therefore ½kTκ²/k². This is all self-energy, because different uncorrelated defects contribute zero on average.

For Gaussian fluctuations, the Coulomb weight multiplies the partition function of each wave by (1 + κ²/k²)^(−1/2). Taking −kT times the logarithm, removing the self-energy and summing over waves gives the free energy per volume

f = (kT/4π²) ∫₀^∞ k²[ln(1 + κ²/k²) − κ²/k²] dk.

The derivative of the integrand with respect to κ² is −κ²/(k² + κ²), whose integral over k is −πκ/2. Integrating this over κ² from zero gives −πκ³/3, so

f = −kTκ³/(12π).

For separate concentrations, κ² = 4πb(n₊ + n₋), hence ∂κ/∂n₊ = 2πb/κ. Then ∂f/∂n₊ = −(kTκ²/4π)(2πb/κ) = −kT bκ/2, as before.

**The size**

At 1000 K, kT = 0.08617 eV and b = 1.671 nm. With n = 0.01 nm⁻³,

κ² = 8π × 1.671 × 0.01 = 0.420 nm⁻², λ = 1.543 nm.

The ratio b/λ is 1.083, and

Δμ = −½ × 0.08617 eV × 1.083 = −0.047 eV,

or −0.0017 hartree. A neutral pair is lowered by twice this, 0.093 eV. Numerical solution of the radial equation and numerical differentiation of the free-energy integral both return −0.04666 eV, which tests the algebra but not the linear approximation.

**The scaling**

Substituting λ shows every dependence:

Δμ = −e³(2n)^(1/2) / [8π(ε₀ε)^(3/2)(kT)^(1/2)].

At fixed temperature and permittivity the linear shift grows as √n. At 10¹⁷ cm⁻³ of each defect it is ten times smaller, about −0.005 eV, with λ = 15.4 nm. Permittivity matters more: with n and T fixed, ε = 8 gives −0.065 eV and ε = 12 gives −0.035 eV. If both species carry z charges, e³ becomes z³e³.

The ratio b/λ measures the strength of the coupling. It scales as n^(1/2)(εT)^(−3/2), and as z³ when b is defined with the charge ze. The linear law needs this ratio to be small, but that alone is not enough: close pairs of opposite charge carry a weight exp(b/a), where a is their closest approach, and the law is the dilute limit at fixed b/a. At 10¹⁷ cm⁻³ the ratio is 0.11, but in the case asked about it is near one. A sphere of radius λ then contains on average just 0.31 defects, so the smooth cloud is an average over very different arrangements. The number −0.047 eV needs a check that does not linearize.

**What the linear law leaves out**

Two defects cannot share a site. Suppose no other defect comes closer than a. Outside this distance u = A exp[−κ(r − a)]. The field at r = a is that of the central charge alone, so −a²ψ′(a) = b, or

a u′(a) − u(a) = −b.

This gives A = b/(1 + κa). Inside a there is no cloud charge, so the cloud potential is constant there and equals ψ(a) − b/a = −bκ/(1 + κa). Charging supplies the factor ½ again:

Δμ = −kT bκ/[2(1 + κa)].

For a = 0.30 nm the shift weakens to −0.039 eV, and for a = 0.40 nm to −0.037 eV.

The linear response itself errs the other way for close opposite charges. At 0.30 nm their bare attraction is b/a = 5.6 in units of kT, where exp(ψ) is far larger than 1 + ψ.

To weigh these effects together, 60 discrete charges were simulated on a cubic lattice in a periodic box of edge 14.42 nm, with full Coulomb interactions. Remove one charge and let W be the average of its Boltzmann factor over all sites, with occupied sites counted as zero. In the full system, the remaining charges occur with their own Boltzmann weight multiplied by W. Averaging 1/W there cancels this extra factor, so ⟨1/W⟩ is the reciprocal of the average of W without the removed charge. Therefore

Δμ/kT = ln⟨1/W⟩ + bξ/2,

where ξ is the potential of a unit charge's periodic images and neutralizing background at its own position.

The box omits the zero-wavevector part of the screened interaction. With N charges in volume V, this part is (b/2) × 4π/(Vκ²) = 1/(2N), because κ² = 4πbN/V. The box result is thus too low by 0.0083kT, and an explicit wavevector sum gives 0.0083kT as well. This bias has been removed from the results below; the quoted uncertainties are statistical, estimated from short runs, and may be somewhat too small.

At doubled permittivity, with n and T unchanged and a site spacing of 0.40 nm, the simulated shift is −0.173 ± 0.002 kT. The linear law for point charges gives −0.191 kT, about 11% larger in magnitude than the simulation. At permittivity 10 the simulated shifts are

−0.051 ± 0.001 eV for a site spacing of 0.30 nm,

−0.044 ± 0.001 eV for a site spacing of 0.40 nm.

So "about 0.05 eV" survives for these two spacings. They are two cases, not bounds.

**Why the simple number survives**

The function r² exp(b/r), which weights the distance to an opposite charge, has its minimum at r = b/2 = 0.84 nm. Call a defect paired if an opposite charge lies closer than this. The simulated paired fraction p is 0.28 at the smaller spacing and 0.17 at the larger, against 0.02 for random positions. Because the runs are short, the simulated fractions are uncertain by a few hundredths.

In equilibrium, free and paired defects of one species share one chemical potential, so it can be read from the free ones. Their concentration is (1 − p)n, and no opposite charge lies within b/2 of them. Treating the pairs as neutral and using b/2 as the closest approach gives the estimate

Δμ/kT ≈ ln(1 − p) − x/(1 + x), x = (bκ/2)√(1 − p).

For p = 0.277, x = 0.460 and the estimate is −0.324 − 0.315 = −0.64, or −0.055 eV. For p = 0.166, x = 0.494 and it is −0.182 − 0.331 = −0.51, or −0.044 eV. These lie within about 9% and 1% of the simulated shifts. The estimate leaves out the cost of finding a place with no opposite charge within b/2, about n(4π/3)(b/2)³ = 0.024 in units of kT, or 0.002 eV, and a change of 0.02 in p moves it by about 0.002 eV as well, so the agreement to 1% is partly accidental. The estimate does show that pairing is large enough to supply what the linear law with a core misses. The closeness of the point-charge law to the simulation is a partial cancellation between the neglected core and the neglected pairing, and need not persist at other parameters.

**What the shift does to defect numbers**

Let the atomic reservoirs fix μ₊ + μ₋. The terms ±eΦ cancel in this sum. If n₀ is the concentration without interaction, then 2kT ln n + 2Δμ = 2kT ln n₀, so

n₀ = n exp(Δμ/kT).

The linear shift gives n₀ = 0.58 × 10¹⁹ cm⁻³. Interaction has thus raised the concentration of each defect by a factor of 1.7. For comparison, without interaction, lowering both formation energies by 0.05 eV would raise the concentration by a factor of 1.8 at this temperature, and lowering only one of them by a factor of 1.3, because only their sum matters.

**Beside a real material**

The parameters are round numbers, not those of a particular material. Equal concentrations of the two defects mean complete compensation; if the concentrations differ, free carriers can balance the charge, and they screen as well. Adding 10¹⁸ cm⁻³ of donors and as many electrons, treated as classical charges, changes the linear shift to −0.049 eV, 5% more. Intrinsic carriers are negligible: a rough gap of 3 eV and the free-electron mass give about 4 × 10¹² cm⁻³.

Mobility is a more serious assumption. Substitutional dopants may hardly move at 1000 K. If they are frozen at random positions, their mean mutual interaction energy is zero and the equilibrium shift does not apply to them. For neighbouring defects, chemical binding and elastic strain, both absent here, can exceed 0.05 eV.

The formula should not be carried to stronger coupling. At 300 K, with n and ε unchanged, b/λ is 6.6 and the formal shift of −0.09 eV has no quantitative standing. For charges +2 and −2 at 1000 K the coupling ratio is 8.7 and the formal shift is −0.37 eV. In both cases, bound pairs must be treated explicitly, and larger clusters may matter too. Dilution need not rescue the formula. At 300 K with n = 2.7 × 10¹⁵ cm⁻³, b/λ is only 0.11, but for a = 0.30 nm b/a is 18.6; the six nearest sites alone give 6a³n exp(b/a) ≈ 50, so in equilibrium most defects are paired and the linear law fails. The numerical output below lists the main values used here; the others follow from them by the formulas given.

Table of computed values

```
temperature: 1000 K
relative permittivity: 10
concentration of each defect: 1.0e+19 cm^-3
thermal energy kT: 0.08617 eV
screening length: 1.543 nm
Bjerrum length: 1.671 nm
Bjerrum length / screening length: 1.083
radius of sphere per defect: 2.285 nm
defects in a sphere of one screening length: 0.308
Debye-Hueckel shift per defect: -0.04666 eV
same shift in units of kT: -0.5414
same shift: -0.001715 hartree
shift per neutral pair: -0.09332 eV
shift from numerical screening cloud: -0.04666 eV
shift from free-energy derivative: -0.04666 eV
activity coefficient: 0.5819
equivalent ideal concentration: 5.819e+18 cm^-3
linear shift, closest approach 0.3005 nm: -0.03905 eV
linear shift, closest approach 0.4006 nm: -0.03704 eV
simulation box edge: 14.422 nm, charges: 60
periodic-box bias, explicit sum: -0.00830 kT
periodic-box bias, -1/(2N): -0.00833 kT
permittivity 20, linear shift: -0.1914 kT
permittivity 20, simulated shift: -0.1730 +- 0.0017 kT
simulated shift, site spacing 0.3005 nm: -0.0508 +- 0.0007 eV
simulated shift, site spacing 0.4006 nm: -0.0438 +- 0.0003 eV
pairing distance (half Bjerrum length): 0.836 nm
paired fraction, site spacing 0.3005 nm: 0.277
paired fraction, site spacing 0.4006 nm: 0.166
paired fraction for random positions: 0.024
linear shift with 1e+18 cm^-3 more donors and as many electrons: -0.04894 eV
intrinsic carriers, gap 3.0 eV, free-electron mass: 4.2e+12 cm^-3
linear shift at permittivity 8: -0.06521 eV
linear shift at permittivity 12: -0.03549 eV
300 K: Bjerrum / screening length: 6.59
300 K: formal linear shift: -0.0852 eV
charges +2 and -2: coupling / screening length: 8.66
charges +2 and -2: formal linear shift: -0.3733 eV
```
